# Does equal temperature-time area mean equal dopant diffusion in spike annealing?

**The argument under comment**

The submission proposes to replace a flat anneal of an implanted layer by a spike anneal. Its reasoning runs as follows:

> "The flat anneal holds the wafer at 1125 K for 9 s. The spike rises linearly from 900 K to 1350 K at 150 K/s and falls back to 900 K at 75 K/s. Both curves of temperature against time enclose the same area, so both deliver the same thermal budget. The dopant profile after the spike will therefore be the profile after the flat anneal."

The arithmetic of the areas is right. The spike heats for 3 s and cools for 6 s, and its mean temperature is $(900+1350)/2=1125$ K, so each area is $1125\times 9=10125$ K s. What needs examination is the word "therefore": does the area determine how far the dopant diffuses?

I use the submission's own model. The dopant diffuses in one dimension $x$, with a diffusivity set by temperature alone,

$$D(T)=D_0\,e^{-\theta/T},\qquad \theta=E/k,$$

where $k$ is Boltzmann's constant. The round model parameters are $D_0=1$ cm²/s $=10^{14}$ nm²/s and $E=3.5$ eV, so that $\theta=40616$ K. The temperature is uniform across the profile and the surface is far away. The flat anneal and the soaks below are idealised as rectangles, heated and cooled instantly; adding ramps at the spike's rates to the 9 s hold raises its integral of $D$ by about 7 %. Kelvin, seconds and nanometres are the natural units here.

**The area depends on the zero of the temperature scale**

Let $A=\int_0^{t_f}T\,dt$ for an anneal of duration $t_f$. If temperature is counted from another zero, $T'=T-c$, then

$$A'=\int_0^{t_f}(T-c)\,dt=A-c\,t_f .$$

Two anneals with equal $A$ therefore have equal $A'$, for $c\neq0$, if and only if their durations agree. Take 1000 °C for 10 s and 800 °C for 12.5 s. Both areas are 10000 °C s, but in kelvin they are 12731.5 and 13414.4 K s. An area counted from an arbitrary zero cannot measure a physical effect, and for anneals of unequal duration the area in kelvin would measure the diffusion only if $D$ were proportional to $T$. The ratio of the time integrals of $D$ does not depend on the choice of zero:

$$\frac{10}{12.5}\exp\!\left[\theta\left(\frac1{1073.15}-\frac1{1273.15}\right)\right]=0.8\,e^{5.945}\approx 306 .$$

The submission's two anneals escape this objection because they last equally long. Equal duration and equal area together mean an equal mean temperature $T_m$ on any such scale. This is the strongest form of the claim, and it is the form treated below.

**What the profile does depend on**

The concentration obeys

$$\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial x^2}.$$

Define

$$\tau(t)=\int_0^t D(T(t'))\,dt',\qquad \frac{d\tau}{dt}=D(T(t)).$$

Since $D>0$, $\tau$ grows steadily and can serve as a clock. Write $C(x,t)=u(x,\tau(t))$. The chain rule gives $\partial C/\partial t=D\,\partial u/\partial\tau$, and division by $D$ leaves

$$\frac{\partial u}{\partial\tau}=\frac{\partial^2u}{\partial x^2}.$$

The temperature has disappeared from the equation. For a given initial profile, the history enters the final profile through the final value of $\tau$ and in no other way.

For an initial Gaussian of standard deviation $\sigma_0$ and peak height $C_0$, try

$$u=C_0\frac{\sigma_0}{\sigma}e^{-x^2/2\sigma^2},\qquad \sigma^2=\sigma_0^2+2\tau .$$

The derivatives are

$$\frac{\partial u}{\partial\sigma}=u\left(\frac{x^2}{\sigma^3}-\frac1\sigma\right),\qquad \frac{\partial^2u}{\partial x^2}=u\left(\frac{x^2}{\sigma^4}-\frac1{\sigma^2}\right).$$

From $2\sigma\,d\sigma/d\tau=2$ follows $d\sigma/d\tau=1/\sigma$. Multiplying the first derivative by $1/\sigma$ gives $\partial u/\partial\tau$, which equals the second derivative, as required.

The distance from the centre at which $C$ has fallen to a fraction $f$ of the initial peak follows from $f=(\sigma_0/\sigma)e^{-x^2/2\sigma^2}$. Taking the logarithm and solving for $x$,

$$x_f=\sigma\sqrt{2\ln\frac{\sigma_0}{f\sigma}},$$

provided that $f\sigma<\sigma_0$, so that the level is still reached.

**Equal mean temperature: which anneal diffuses more?**

The question is now whether $\int D(T)\,dt$ is fixed by $\int T\,dt$ and the duration. It would be if $D$ were linear in $T$. The curvature of $D$ measures the departure from that:

$$D'=\frac{\theta}{T^2}D,\qquad D''=\left(\frac{\theta^2}{T^4}-\frac{2\theta}{T^3}\right)D=\frac{\theta(\theta-2T)}{T^4}D .$$

For $T<\theta/2$ the curve bends upwards and lies above its tangents. If the whole history stays below $\theta/2$, then at each instant

$$D(T)\ge D(T_m)+D'(T_m)(T-T_m).$$

Integrate over the duration. The last term vanishes because $T_m$ is the time average of $T$, and

$$\tau\ge D(T_m)\,t_f=\tau_{\rm flat}.$$

Among histories of equal duration and equal area, the constant one diffuses least. Here $\theta/2\approx20300$ K, so the condition is met with a wide margin.

If the whole history lies above $\theta/2$, $D''$ is negative and the inequality turns round. A barrier of 0.1 eV, taken purely to check this, has $\theta/2=580$ K. The same spike then gives 0.993 times the time-integrated rate of the flat anneal. The inequality thus comes from the curvature of the rate law in the range used, not from the shape of the spike.

**When the area is good enough**

For small excursions, expand $D$ to second order about $T_m$ and average over time. The linear term drops out again:

$$\frac{\tau}{\tau_{\rm flat}}\approx1+\frac{\theta(\theta-2T_m)}{2T_m^4}\,{\rm Var}(T),$$

where ${\rm Var}(T)$ is the time average of $(T-T_m)^2$. A linear ramp spends equal times in equal temperature intervals, so a spike of full range $R$ has ${\rm Var}(T)=R^2/12$. For $R=20$ K about 1125 K this is 33.3 K², and the coefficient is $4.86\times10^{-4}$ K$^{-2}$. The ratio is 1.016, and direct quadrature agrees. For a spike with one linear rise and one linear fall between 10 K below and 10 K above the mean, the submission's rule is in error by under 2 % of $\tau_{\rm flat}$. Any other history within these limits has ${\rm Var}(T)\le100$ K², so the second-order error is at most about 5 %.

The expansion needs excursions small compared with $T^2/\theta$, the interval over which $D$ changes by about a factor $e$. At 1125 K this is 31 K. The proposed spike has $R=450$ K, far outside that range. The second-order formula would give $1+4.86\times10^{-4}\times16875\approx9.2$, which cannot be trusted, so the integral must be done properly.

**The spike**

Let the ramps run between $T_b$ and $T_p$ at rates $r_u$ (heating) and $r_d$ (cooling), both positive. During heating $dt=dT/r_u$. During cooling $dt=-dT/r_d$ with $T$ running from $T_p$ down to $T_b$, and exchanging the limits removes the minus sign. Hence

$$\tau=D_0\,g\,I,\qquad g=\frac1{r_u}+\frac1{r_d},\qquad I=\int_{T_b}^{T_p}e^{-\theta/T}dT .$$

Since $\frac{d}{dT}e^{-\theta/T}=\frac{\theta}{T^2}e^{-\theta/T}$, the integrand can be written as $\frac{T^2}{\theta}\frac{d}{dT}e^{-\theta/T}$. With $G(T)=\frac{T^2}{\theta}e^{-\theta/T}$, integration by parts gives

$$I=G(T_p)-G(T_b)-\int_{T_b}^{T_p}\frac{2T}{\theta}e^{-\theta/T}dT .$$

The remaining integral is positive and smaller than $(2T_p/\theta)I$. Therefore

$$\frac{G(T_p)-G(T_b)}{1+2T_p/\theta}<I<G(T_p)-G(T_b).$$

The base term is negligible: $G(900)/G(1350)=(2/3)^2e^{-15.04}\approx1.3\times10^{-7}$. The remaining integrand is largest near $T_p$, where its factor $2T/\theta$ is close to $2T_p/\theta$, so the lower bound is the closer one. Used as an estimate, it gives

$$\tau\approx D(T_p)\,t_{\rm eff},\qquad t_{\rm eff}=\frac{g\,T_p^2}{\theta+2T_p}.$$

The spike acts like a short hold at its peak temperature. With $g=1/150+1/75=0.02$ s/K,

$$t_{\rm eff}\approx\frac{0.02\times1350^2}{40616+2700}=0.8415\ {\rm s}.$$

Quadrature gives 0.8430 s, so the estimate is low by 0.2 % of that value.

The diffusivities are $D(1125\ {\rm K})=0.0209$ nm²/s and $D(1350\ {\rm K})=8.59$ nm²/s. The two anneals thus have

$$\tau_{\rm flat}=0.0209\times9=0.188\ {\rm nm^2},\qquad \tau_{\rm spike}=8.59\times0.843=7.24\ {\rm nm^2}.$$

The second value is $7.24\times10^{-14}$ cm². At equal area and equal duration, the spike has 38 times the $\tau$ of the flat anneal.

The source of this factor is visible in the formula. The duration is $t_f=g(T_p-T_b)$, so $g$ cancels in the ratio:

$$\frac{\tau_{\rm spike}}{\tau_{\rm flat}}\approx\frac{T_p^2}{(\theta+2T_p)(T_p-T_b)}\;e^{\theta(1/T_m-1/T_p)}=0.0935\times e^{6.017}\approx38.4 .$$

The first factor is the effective peak time as a fraction of the duration, about 9 %. The second is the gain in diffusivity from 1125 K to 1350 K, about 410. Faster ramps reduce $\tau_{\rm spike}$ in proportion to $g$, but they shorten the flat anneal of equal area equally, and the ratio stays.

**Where in the spike the diffusion happens**

Consider the part of the spike within $\Delta T$ of the peak. The part below it contributes the same integral with upper limit $T_p-\Delta T$. If the slowly varying factor $1+2T/\theta$ is treated as constant, the share of $\tau$ from the hot part is

$$1-\frac{G(T_p-\Delta T)}{G(T_p)} .$$

For $\Delta T=100$ K this is $1-0.857\,e^{-2.407}=0.923$, and quadrature gives 0.922. The same interval takes $100/450=22$ % of the time. Its mean temperature is 1300 K and it lasts 2 s, so it holds $2600/10125=26$ % of the area. The other 74 % of the area accounts for 8 % of $\tau$.

This also bears on process control. With the ramp rates fixed,

$$\frac{d\ln\tau}{dT_p}\approx\frac{\theta}{T_p^2}+\frac2{T_p}-\frac2{\theta+2T_p}\approx0.0237\ {\rm K^{-1}},$$

so a peak 10 K too high raises $\tau$ by about 27 %. The area of the spike is $g(T_p^2-T_b^2)/2$. It changes by about $gT_p\times10\ {\rm K}=270$ K s, or 2.7 %. In relative terms the area responds about ten times more weakly than $\tau$.

**Consequence for the profile**

Take a buried Gaussian with $\sigma_0=5$ nm. The widths after annealing are

$$\sigma_{\rm flat}=\sqrt{25+0.377}=5.04\ {\rm nm},\qquad \sigma_{\rm spike}=\sqrt{25+14.48}=6.28\ {\rm nm}.$$

At the level $f=10^{-4}$, the distance from the centre is 21.46 nm before annealing. After the flat anneal it is 21.61 nm. After the spike it is

$$x_f=6.283\sqrt{2\ln(5/(10^{-4}\times6.283))}=6.283\times4.238=26.6\ {\rm nm}.$$

The edge of the profile moves by 0.15 nm in one case and by 5.2 nm in the other. The length $2\sqrt\tau$, which is 0.87 nm and 5.4 nm, should not be read as this displacement. That it comes close for the spike is an accident of the chosen $\sigma_0$ and $f$. The variances add, not the lengths, so a small $\tau$ hardly widens a profile that is already broad.

These statements were tested by integrating the diffusion equation step by step in real time, without using $\tau$. The Gaussian profiles and both depths were reproduced within the error of the grid.

**The obvious repair has a limit too**

The submission could be amended by replacing "area" with "$\tau$". For diffusion in this model that is correct. A soak at 1200 K, where $D=0.1998$ nm²/s, matches the spike if it lasts

$$t_s=\frac{7.240}{0.1998}=36.2\ {\rm s}.$$

In a further test with an asymmetric two-peaked profile, the spike and this soak gave the same final profile to within $10^{-4}$ of the height of the taller initial component. Yet the area of the soak is about 43500 K s, 4.3 times that of the spike. Equal areas gave unequal diffusion, and here equal diffusion comes with unequal areas.

But $\tau$ contains one activation energy. Let a second process, such as the removal of a defect, have the rate $\nu e^{-\theta_2/T}$. Its time-integrated rates in the spike and the soak are

$$K_{\rm spike}\approx\frac{\nu gT_p^2}{\theta_2+2T_p}e^{-\theta_2/T_p},\qquad K_{\rm soak}=\nu t_s e^{-\theta_2/T_s}.$$

The matching condition $D(T_s)t_s=\tau_{\rm spike}$ fixes the soak time:

$$t_s\approx\frac{gT_p^2}{\theta+2T_p}\,e^{\theta(1/T_s-1/T_p)} .$$

Inserting this, $\nu$, $g$ and $T_p^2$ cancel:

$$\frac{K_{\rm spike}}{K_{\rm soak}}\approx\frac{\theta+2T_p}{\theta_2+2T_p}\;e^{(\theta_2-\theta)(1/T_s-1/T_p)} .$$

For a barrier of 5.0 eV this is $0.713\,e^{1.612}\approx3.6$. For 2.5 eV it is $1.366\,e^{-1.074}\approx0.47$. Quadrature confirms both. At the same dopant diffusion, the spike does 3.6 times as much of the high-barrier process and about half as much of the low-barrier one. This is a sound reason for using a spike when the wanted reaction has a higher barrier than diffusion. These are ratios of time-integrated rates, not of completed fractions: for a first-order reaction the fraction left is $e^{-K}$.

The advantage also depends on the soak chosen for comparison, here still a rectangle without ramps. As $T_s\to T_p$ the exponential tends to 1, and the ratio for 5.0 eV falls to 0.71. It passes through 1 where $(\theta_2-\theta)(1/T_s-1/T_p)=\ln(1/0.713)$, which gives $T_s\approx1315$ K. An instantly heated and cooled soak hotter than that would favour the high-barrier process more than the spike does, because much of the spike's diffusion takes place some tens of kelvin below its peak. This crossing belongs to the idealisation: such a hold lasts under 2 s, and its ramps cannot be neglected. If the soak is reached and left at the spike's own rates, the two histories share the ramps below $T_s$, and the spike gathers the rest of $\tau$ above $T_s$, where the rate of the high-barrier process per unit $D$, proportional to $e^{-(\theta_2-\theta)/T}$, is larger. The ratio then stays above 1 for every $T_s<T_p$ and tends to 1 as $T_s\to T_p$.

**Conditions the revision should state**

If the diffusivity has the form $D(T)h(C)$, the factor $D(T)$ can still be divided out of $\partial C/\partial t=\partial_x[D(T)h(C)\,\partial_xC]$. The final profile then still depends on the history through $\tau$ alone, but the Gaussian solution and the depths above no longer apply. In heavily doped silicon the diffusivity depends on the ratio of the carrier density to the intrinsic one, which itself changes with temperature. It is then in general not a product of this form, and $\tau$ alone does not fix the profile.

The reduction fails if the diffusivity also depends on an excess of point defects left by the implantation, which decays during the anneal. $D$ is then not a function of the present temperature alone, and the order of hot and cool intervals can matter. Such transient enhanced diffusion needs rate equations for the defects, and the factor of 38 must not be carried over to it.

I ask that the claim of equal thermal budgets and the conclusion drawn from it be withdrawn, and that the full curve $T(t)$ be reported together with $\tau$ and the activation energy used to compute it. The main values quoted here can be checked against the numerical output below.

## Computed results

```
Prefactor D0 = 1.0e+14 nm^2/s; barrier E = 3.5 eV
Boltzmann constant = 8.617333e-05 eV/K
theta = E/k = 40615.8 K; theta/2 = 20307.9 K
Spike base, peak = 900, 1350 K
Heating, cooling rate = 150, 75 K/s
Heating time = 3.00 s; total duration = 9.00 s
g = 0.02000 s/K
Area of spike and of flat anneal = 10125.0 K s
Flat (mean) temperature = 1125.0 K
D at mean temperature = 0.02093 nm^2/s
D at peak temperature = 8.5883 nm^2/s
tau flat = 0.1883 nm^2
tau spike = 7.2403 nm^2 = 7.2403e-14 cm^2
tau ratio spike/flat: quadrature = 38.444
tau ratio spike/flat: formula = 38.373
2 sqrt(tau): flat = 0.868 nm
2 sqrt(tau): spike = 5.382 nm
T_peak^2/theta = 44.87 K
Effective peak time: quadrature = 0.8430 s
Effective peak time: formula = 0.8415 s
tau lower, upper bound = 7.2270, 7.7075 nm^2
Hottest 100 K: share of time = 0.2222
Hottest 100 K: share of area = 0.2568
Hottest 100 K: share of tau = 0.9224
Hottest 100 K: share of tau, formula = 0.9228
Initial sigma = 5.000 nm; relative level = 1e-04
Final sigma: flat = 5.038 nm
Final sigma: spike = 6.283 nm
Depth at level: initial = 21.46 nm
Depth at level: flat = 21.61 nm
Depth at level: spike = 26.63 nm
Depth from PDE: flat = 21.61 nm
Depth from PDE: spike = 26.64 nm
Soak temperature = 1200 K
D at soak temperature = 0.19982 nm^2/s
Soak time for equal tau = 36.23 s
Soak area = 43480 K s
Soak area / spike area = 4.294
Barrier 5.0 eV, spike/soak: quadrature = 3.572
Barrier 5.0 eV, spike/soak: formula = 3.575
Barrier 2.5 eV, spike/soak: quadrature = 0.467
Barrier 2.5 eV, spike/soak: formula = 0.466
Small excursion, full range = 20 K
Small excursion, variance = 33.33 K^2
Small excursion, tau ratio: quadrature = 1.01628
Small excursion, tau ratio: formula = 1.01621
Barrier 0.1 eV: theta/2 = 580.2 K
Barrier 0.1 eV: ratio spike/flat = 0.99336
Celsius pair, hot: 1000 degC for 10.0 s
Celsius pair, cool: 800 degC for 12.5 s
Celsius areas = 10000, 10000 degC s
Kelvin area, hot = 12731.5 K s
Kelvin area, cool = 13414.4 K s
Celsius pair, tau ratio hot/cool = 305.6
```
